# Injecting Particles from a Drifting Maxwellian Reservoir by Acceptance-Rejection: a program that tests the result

```python
"""
Injection of particles from a drifting Maxwellian reservoir through a plane.
Result under test: one-way flux J = n c G(s) / (2 sqrt(pi)),
    G(s) = exp(-s^2) + sqrt(pi) s (1 + erf s),
n: number density, c = sqrt(2 k T / m), s = (inward normal drift) / c.
Entering normal velocities x = v/c have density ~ f(x) = x exp(-(x-s)^2), x > 0.
They are drawn by acceptance-rejection under a Gaussian centred at the peak of f.
Reduced units in the tests: velocity c, time step 1, length c * (time step).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, cumulative_trapezoid
from scipy.optimize import minimize_scalar
from scipy.special import erf, erfc
from scipy.stats import kstest, ks_2samp

rng = np.random.default_rng(20240611)
ROOT_PI = np.sqrt(np.pi)


def inflow_function(s):
    # erfc(-s) = 1 + erf(s), without loss of digits at negative s
    return np.exp(-s * s) + ROOT_PI * s * erfc(-s)


def flux_density(x, s):
    return x * np.exp(-(x - s) ** 2)


def peak_position(s):
    return 0.5 * (s + np.sqrt(s * s + 2))


def moment_by_quadrature(k, s):
    top = max(s, 0.0) + 9.0
    mid = peak_position(s)
    g = lambda x: x ** k * np.exp(-(x - s) ** 2)
    return (quad(g, 0, mid, epsabs=0, epsrel=1e-11)[0]
            + quad(g, mid, top, epsabs=0, epsrel=1e-11)[0])


def moments_closed(s):
    m0 = 0.5 * ROOT_PI * erfc(-s)
    m1 = 0.5 * inflow_function(s)
    m2 = s * m1 + 0.5 * m0
    m3 = s * m2 + m1
    return m0, m1, m2, m3


def efficiency_closed(s):
    return inflow_function(s) / (2 * ROOT_PI * flux_density(peak_position(s), s))


def accept_batch(s, proposals):
    peak = peak_position(s)
    x = peak + rng.normal(size=proposals) / np.sqrt(2)
    ratio = np.maximum(x, 0) / peak * np.exp(1 - np.maximum(x, 0) / peak)
    return x[rng.random(proposals) < ratio]


def draw_normal_velocity(s, count):
    parts, have = [], 0
    while have < count:
        part = accept_batch(s, 2 * (count - have) + 50)
        parts.append(part)
        have += part.size
    return np.concatenate(parts)[:count]


# --- closed forms against quadrature of the definitions, and limits
for s in (-3.0, -1.0, 0.0, 0.25, 1.0, 4.0):
    for k, closed in enumerate(moments_closed(s)):
        assert abs(closed / moment_by_quadrature(k, s) - 1) < 1e-8
    net = moment_by_quadrature(1, s) - moment_by_quadrature(1, -s)
    assert abs(net - ROOT_PI * s) < 1e-8
assert abs(inflow_function(-20.0) * 800 * np.exp(400.0) - 1) < 2 / 400
assert abs(inflow_function(6.0) / (2 * ROOT_PI * 6.0) - 1) < 1e-12
assert abs(efficiency_closed(-20.0) * 2 * ROOT_PI * 20 / np.e - 1) < 0.01

# --- peak, envelope, acceptance probability, efficiency, sampled distribution
table = []
for s in (-2.0, -1.0, 0.0, 1.0, 3.0):
    peak = peak_position(s)
    found = minimize_scalar(lambda x: -flux_density(x, s), method="bounded",
                            bounds=(0, abs(s) + 3), options={"xatol": 1e-9})
    assert abs(found.x - peak) < 1e-5
    grid = np.linspace(0, max(s, 0) + 7, 20001)
    envelope = flux_density(peak, s) * np.exp(-(grid - peak) ** 2)
    ratio = flux_density(grid, s) / envelope
    assert ratio.max() <= 1 + 1e-12
    assert np.allclose(ratio, grid / peak * np.exp(1 - grid / peak), atol=1e-10)
    trials = 200000
    accepted = accept_batch(s, trials)
    measured, eta = accepted.size / trials, efficiency_closed(s)
    assert abs(measured - eta) < 5 * np.sqrt(eta * (1 - eta) / trials)
    cdf = cumulative_trapezoid(flux_density(grid, s), grid, initial=0)
    cdf /= cdf[-1]
    assert kstest(accepted[:40000], lambda x: np.interp(x, grid, cdf)).pvalue > 1e-4
    table.append((s, inflow_function(s), eta, measured))

# --- brute-force reservoir: isotropic thermal velocities, uniform positions
tangential_drift = 0.5
reservoir_rows = []
for s in (-1.0, 0.25, 2.0):
    number, depth = 400000, s + 6.0
    start = -depth * rng.random(number)
    speed = np.sqrt(rng.gamma(1.5, size=number))
    cosine = rng.uniform(-1, 1, number)
    angle = rng.uniform(0, 2 * np.pi, number)
    side = speed * np.sqrt(1 - cosine ** 2)
    v_normal = s + speed * cosine
    v_side1 = tangential_drift + side * np.cos(angle)
    v_side2 = side * np.sin(angle)
    end = start + v_normal
    inside = end > 0
    crossed = int(inside.sum())
    expected = number / depth * inflow_function(s) / (2 * ROOT_PI)
    assert abs(crossed - expected) < 5 * np.sqrt(expected)
    sample = draw_normal_velocity(s, crossed)
    position = sample * rng.random(crossed)
    assert ks_2samp(sample, v_normal[inside], method="asymp").pvalue > 1e-4
    assert ks_2samp(position, end[inside], method="asymp").pvalue > 1e-4
    energy = (v_normal ** 2 + v_side1 ** 2 + v_side2 ** 2)[inside]
    m0, m1, m2, m3 = moments_closed(s)
    energy_formula = m3 / m1 + 1 + tangential_drift ** 2
    assert abs(energy.mean() - energy_formula) < 5 * energy.std() / np.sqrt(crossed)
    reservoir_rows.append((s, crossed, expected, energy.mean(), energy_formula))

# --- count statistics from a long reservoir holding a fixed particle number
s = 0.25
repeats, held, long_depth = 4000, 1000, 50.0
end = (-long_depth * rng.random((repeats, held))
       + s + rng.normal(size=(repeats, held)) / np.sqrt(2))
counts = (end > 0).sum(axis=1)
variance_ratio = counts.var(ddof=1) / counts.mean()
assert abs(variance_ratio - 1) < 0.12


# --- free flight of injected particles: density in a slab next to the inlet
def half_maxwellian(s, count):
    x = s + rng.normal(size=6 * count + 100) / np.sqrt(2)
    return x[x > 0][:count]


def slab_density(sampler, s, steps=400, density=1000.0, length=2.0):
    place, velocity, seen = np.empty(0), np.empty(0), []
    mean_count = density * inflow_function(s) / (2 * ROOT_PI)
    for step in range(steps):
        fresh = sampler(s, rng.poisson(mean_count))
        place = np.concatenate([place + velocity, fresh * rng.random(fresh.size)])
        velocity = np.concatenate([velocity, fresh])
        keep = place < length
        place, velocity = place[keep], velocity[keep]
        if step >= steps // 2:
            seen.append(place.size)
    return np.mean(seen) / (density * length)


density_right = slab_density(draw_normal_velocity, s)
density_wrong = slab_density(half_maxwellian, s)
density_formula = 0.5 * (1 + erf(s))
assert abs(density_right / density_formula - 1) < 0.03
assert density_wrong > 2 * density_formula

# --- first-order distortion of the Maxwellian by stress and by heat flow
# w = squared tangential thermal speed, exponentially distributed
w_nodes, w_weights = np.polynomial.laguerre.laggauss(6)


def average(shape, weight, low):
    total = 0.0
    for w, g in zip(w_nodes, w_weights):
        total += g * quad(lambda a: weight(a, w) * shape(a, w) * np.exp(-a * a),
                          low, 9, epsabs=1e-12)[0]
    return total / ROOT_PI


stress_shape = lambda a, w: a * a - w / 2
heat_shape = lambda a, w: a * (a * a + w - 2.5)
assert abs(average(stress_shape, lambda a, w: 2 * a * a, -9) - 1) < 1e-8
assert abs(average(heat_shape, lambda a, w: a * (a * a + w), -9) - 1.25) < 1e-8


def stress_factor(s):
    return np.exp(-s * s) / (2 * inflow_function(s))


def heat_factor(s):
    return -s * np.exp(-s * s) / (2 * inflow_function(s))


for t in (-0.7, 0.25, 1.2):
    base = average(lambda a, w: 1.0, lambda a, w: a + t, -t)
    assert abs(average(stress_shape, lambda a, w: a + t, -t) / base
               - stress_factor(t)) < 1e-7
    assert abs(average(heat_shape, lambda a, w: a + t, -t) / base
               - heat_factor(t)) < 1e-7

# --- worked example: water-vapour pulse (rough typical inputs)
pressure_mtorr, temperature, drift = 10.0, 400.0, 150.0
width_mm, step_us, weight = 10.0, 1.0, 1e9
molar_mass, diameter_nm = 18.015, 0.5
gradient_mm, warming = 50.0, 100.0
k = const.k
mass = molar_mass * 1e-3 / const.N_A
pressure = pressure_mtorr * 1e-3 * const.torr
n = pressure / (k * temperature)
c = np.sqrt(2 * k * temperature / mass)
s = drift / c
area = np.pi * (width_mm * 1e-3) ** 2 / 4
dt = step_us * 1e-6
flux = n * c * inflow_function(s) / (2 * ROOT_PI)
back = n * c * inflow_function(-s) / (2 * ROOT_PI)
still = n * c / (2 * ROOT_PI)
sccm = const.atm / (k * 273.15) * 1e-6 / 60
per_step = flux * area * dt / weight
proposals = 2000000
accepted = accept_batch(s, proposals)
eta = accepted.size / proposals
flux_sampled = n * c * flux_density(peak_position(s), s) * eta
relative_error = np.sqrt((1 - eta) / (eta * proposals))
assert abs(flux_sampled / flux - 1) < 5 * relative_error
m0, m1, m2, m3 = moments_closed(s)
speed_formula = c * m2 / m1
speed_sampled = c * accepted.mean()
assert abs(speed_sampled - speed_formula) < 5 * c * accepted.std() / accepted.size ** 0.5
energy_kt = m3 / m1 + 1

cross_section = np.pi * (diameter_nm * 1e-9) ** 2
free_path = 1 / (np.sqrt(2) * n * cross_section)
mean_speed = 2 * c / ROOT_PI
collisions = mean_speed * dt / free_path
viscosity = 5 / 16 * np.sqrt(np.pi * mass * k * temperature) / cross_section
conductivity = 15 / 4 * k / mass * viscosity
# drift falls to zero with sideways outflow; gas warms away from the inlet
stress_ratio = 2 * viscosity * drift / (gradient_mm * 1e-3) / pressure
heat_flow = -conductivity * warming / (gradient_mm * 1e-3)
heat_ratio = 4 * heat_flow / (5 * pressure * c)
profile_flux = quad(inflow_function, 0, 2 * s)[0] / (2 * s)
profile_change = profile_flux / inflow_function(s) - 1

print("Reduced tests: s, G(s), efficiency formula, efficiency counted")
for row in table:
    print("  %5.2f  %.5f  %.4f  %.4f" % row)
print("Reservoir: s, crossings, predicted, energy/kT counted, formula")
print("  (tangential speed ratio %.2f)" % tangential_drift)
for row in reservoir_rows:
    print("  %5.2f  %d  %.1f  %.4f  %.4f" % row)
print("Count variance / mean, s=0.25: %.3f" % variance_ratio)
print("Slab density / n, s=0.25, flux-weighted: %.4f" % density_right)
print("Slab density / n, s=0.25, formula: %.4f" % density_formula)
print("Slab density / n, s=0.25, unweighted sampler: %.2f" % density_wrong)
print("Example inputs: H2O, molar mass %.3f g/mol" % molar_mass)
print("Pressure %.1f mTorr, temperature %.0f K" % (pressure_mtorr, temperature))
print("Drift %.0f m/s, inlet width %.0f mm" % (drift, width_mm))
print("Time step %.1f us, particle weight %.1e" % (step_us, weight))
print("Number density: %.4e cm^-3" % (n * 1e-6))
print("Thermal speed c: %.2f m/s" % c)
print("Speed ratio s: %.4f" % s)
print("G(s): %.5f   G(-s): %.5f" % (inflow_function(s), inflow_function(-s)))
print("Peak position x_p: %.5f" % peak_position(s))
print("f(x_p): %.5f" % flux_density(peak_position(s), s))
print("Inlet area: %.4f cm^2" % (area * 1e4))
print("Inflow flux, closed form: %.4e cm^-2 s^-1" % (flux * 1e-4))
print("Inflow flux, acceptance count: %.4e cm^-2 s^-1" % (flux_sampled * 1e-4))
print("Relative standard error of count: %.1e" % relative_error)
print("Proposals %d, accepted %d" % (proposals, accepted.size))
print("Efficiency counted %.5f, formula %.5f" % (eta, efficiency_closed(s)))
print("Flux without drift: %.4e cm^-2 s^-1" % (still * 1e-4))
print("Gross inflow: %.1f sccm" % (flux * area / sccm))
print("Return flow: %.1f sccm" % (back * area / sccm))
print("Net flow: %.1f sccm" % (n * drift * area / sccm))
print("Mean simulated particles per step: %.1f" % per_step)
print("Poisson spread per step: %.1f" % np.sqrt(per_step))
print("Mean normal speed: %.2f m/s, sampled %.2f m/s" % (speed_formula, speed_sampled))
print("Mean normal speed, unweighted: %.2f m/s" % (c * m1 / m0))
print("Mean translational energy: %.4f kT = %.2f meV"
      % (energy_kt, energy_kt * k * temperature / const.e * 1e3))
print("Neglected effects, rough diameter %.2f nm" % diameter_nm)
print("Gradient length %.0f mm, warming %.0f K" % (gradient_mm, warming))
print("Mean free path: %.2f mm" % (free_path * 1e3))
print("Free path / inlet width: %.3f" % (free_path / (width_mm * 1e-3)))
print("Collisions per molecule per step: %.3f" % collisions)
print("Stress ratio sigma/p: %.4f" % stress_ratio)
print("Flux change by stress: %+.2f %%" % (100 * stress_ratio * stress_factor(s)))
print("Heat-flow ratio 4q/(5pc): %.4f" % heat_ratio)
print("Flux change by heat flow: %+.2f %%" % (100 * heat_ratio * heat_factor(s)))
print("Flux change by parabolic profile: %+.2f %%" % (100 * profile_change))
print("OK")
```

It prints:

```
Reduced tests: s, G(s), efficiency formula, efficiency counted
  -2.00  0.00173  0.3070  0.3070
  -1.00  0.08907  0.4436  0.4422
   0.00  1.00000  0.6577  0.6576
   1.00  3.63398  0.8580  0.8580
   3.00  10.63473  0.9740  0.9738
Reservoir: s, crossings, predicted, energy/kT counted, formula
  (tangential speed ratio 0.50)
  -1.00  2001  2010.2  1.7191  1.6850
   0.25  27332  27170.8  2.4746  2.5004
   2.00  100012  100024.5  6.7521  6.7487
Count variance / mean, s=0.25: 0.940
Slab density / n, s=0.25, flux-weighted: 0.6361
Slab density / n, s=0.25, formula: 0.6382
Slab density / n, s=0.25, unweighted sampler: 2.22
Example inputs: H2O, molar mass 18.015 g/mol
Pressure 10.0 mTorr, temperature 400 K
Drift 150 m/s, inlet width 10 mm
Time step 1.0 us, particle weight 1.0e+09
Number density: 2.4141e+14 cm^-3
Thermal speed c: 607.64 m/s
Speed ratio s: 0.2469
G(s): 1.49787   G(-s): 0.62278
Peak position x_p: 0.84123
f(x_p): 0.59086
Inlet area: 0.7854 cm^2
Inflow flux, closed form: 6.1983e+18 cm^-2 s^-1
Inflow flux, acceptance count: 6.1968e+18 cm^-2 s^-1
Relative standard error of count: 4.5e-04
Proposals 2000000, accepted 1429889
Efficiency counted 0.71494, formula 0.71512
Flux without drift: 4.1381e+18 cm^-2 s^-1
Gross inflow: 10.9 sccm
Return flow: 4.5 sccm
Net flow: 6.4 sccm
Mean simulated particles per step: 4868.2
Poisson spread per step: 69.8
Mean normal speed: 607.66 m/s, sampled 607.41 m/s
Mean normal speed, unweighted: 403.38 m/s
Mean translational energy: 2.2469 kT = 77.45 meV
Neglected effects, rough diameter 0.50 nm
Gradient length 50 mm, warming 100 K
Mean free path: 3.73 mm
Free path / inlet width: 0.373
Collisions per molecule per step: 0.184
Stress ratio sigma/p: 0.0408
Flux change by stress: +1.28 %
Heat-flow ratio 4q/(5pc): -0.0310
Flux change by heat flow: +0.24 %
Flux change by parabolic profile: +1.27 %
OK
```
